# Accelerator coverage in a shrinking hemispherical copper cavity, part 2

A hemispherical cavity in a copper surface is filled by electrodeposition. Its wall carries an adsorbed accelerator, which speeds up deposition and stays on the surface as the metal grows. We seek the coverage as a function of time. Lengths are in nanometres and times in seconds.

The cavity has radius $R(t)$, starting from $R_0$, and uniform fractional coverage $\theta(t)$, starting from $\theta_0$, with $0<\theta_0<1$. The wall grows inwards at speed $v=-dR/dt$. While the accelerator is conserved on the surface,

$$
\theta=\theta_0\left(\frac{R_0}{R}\right)^2,\qquad
\frac{d\theta}{dt}=\frac{2v}{R}\,\theta .
$$

The first is the inverse-square law, the second the rate equation. The law ends at saturation, $R_s=R_0\sqrt{\theta_0}$, where $\theta=1$. In a half-cylindrical groove, $\theta=\theta_0R_0/R$ instead.

The speed law is

$$
v=v_0+v_1\theta ,
$$

where the constants $v_0>0$ and $v_1>0$ are the speed of the bare (accelerator-free) surface and the additional speed at full coverage. The equation for the radius is then

$$
\frac{dR}{dt}=-\left(v_0+\frac{v_1\theta_0R_0^2}{R^2}\right).
$$

With wall area $A=2\pi R^2$, cavity volume $V=\tfrac{2\pi}{3}R^3$ and the fixed area $S=2\pi R_0^2\theta_0$ occupied by the accelerator,

$$
\frac{dV}{dt}=-\left(2\pi R^2v_0+2\pi R_0^2\theta_0v_1\right)=-(v_0A+v_1S).
$$

The rim is assumed to move within the original mouth plane, with no accelerator crossing it. The metal surface outside the mouth, called the field, also grows in a real bath, but its shape is not modelled; filling and closure refer to the original mouth plane.

The formulas are checked against a numerically tracked wall: nodes moved along normals found from their neighbours, each band between nodes keeping its initial accelerator. The example uses $R_0=100\ \mathrm{nm}$ and $\theta_0=0.05$, which give $R_s=22.36\ \mathrm{nm}$.

### 11. Integration

Define a length $a$ by

$$
a^2=\frac{v_1\theta_0R_0^2}{v_0},\qquad
a=R_0\sqrt{\frac{v_1\theta_0}{v_0}} .
$$

It is the radius at which $v_1\theta=v_0$, that is, at which the additional speed due to the accelerator equals the speed of a bare surface and the total speed is $2v_0$. If $a>R_0$, the additional term is the larger one from the start. If $a<R_s$, the term $v_0$ is the larger one until saturation.

With this definition the equation for the radius becomes

$$
\frac{dR}{dt}=-v_0\left(1+\frac{a^2}{R^2}\right)=-v_0\,\frac{R^2+a^2}{R^2}.
$$

Separate the variables:

$$
dt=-\frac{1}{v_0}\,\frac{R^2}{R^2+a^2}\,dR .
$$

Integrate from the start, where the radius is $R_0$, to the time $t$, where it is $R$. The minus sign is absorbed by exchanging the limits:

$$
t=\frac1{v_0}\int_R^{R_0}\frac{r^2}{r^2+a^2}\,dr .
$$

Adding and subtracting $a^2$ in the numerator splits the integrand:

$$
\frac{r^2}{r^2+a^2}=\frac{r^2+a^2-a^2}{r^2+a^2}=1-\frac{a^2}{r^2+a^2}.
$$

The first term integrates to $R_0-R$. For the second, note that

$$
\frac{d}{dr}\left[a\arctan\frac ra\right]
=a\,\frac{1}{1+r^2/a^2}\,\frac1a=\frac{a^2}{a^2+r^2}.
$$

The result is

$$
\boxed{\ t=\frac1{v_0}\left\{R_0-R-a\left[\arctan\frac{R_0}{a}-\arctan\frac Ra\right]\right\}\ }
\qquad R_s\le R\le R_0 .
$$

Together with $\theta=\theta_0(R_0/R)^2$ this is the coverage history in parametric form. One chooses a radius and computes both the coverage and the time at which it occurs. The radius falls steadily, so each time corresponds to one radius and one coverage.

### 12. Limiting cases

**No acceleration.** For $v_1\to0$ the length $a$ goes to zero. The difference of arctangents is bounded, so its product with $a$ vanishes and

$$
t=\frac{R_0-R}{v_0},\qquad R=R_0-v_0t .
$$

The coverage still rises, as $\theta=\theta_0(1-v_0t/R_0)^{-2}$, but it has no effect on the growth.

**Negligible bare growth.** For $v_0\to0$ the length $a$ becomes large. Use $\arctan x=x-x^3/3+\dots$ for small $x$:

$$
a\arctan\frac{R_0}{a}-a\arctan\frac Ra
=R_0-R-\frac{R_0^3-R^3}{3a^2}+\dots
$$

The terms $R_0-R$ cancel in the time formula. What remains, with $v_0a^2=v_1\theta_0R_0^2$, is

$$
t=\frac{R_0^3-R^3}{3v_0a^2}=\frac{R_0^3-R^3}{3v_1\theta_0R_0^2}.
$$

The volume falls linearly in time, as the constant rate $v_1S$ requires. Solving for $R^3$, dividing by $R_0^3$ and raising to the power $-2/3$ gives

$$
\theta=\theta_0\left(1-\frac{3v_1\theta_0t}{R_0}\right)^{-2/3}.
$$

**Early times.** To first order in $t$, the rate equation with its initial values gives

$$
\theta\approx\theta_0\left[1+\frac{2(v_0+v_1\theta_0)}{R_0}\,t\right].
$$

The initial relative rate of rise is twice the initial speed divided by the initial radius. At this rate alone the coverage would double in a time $R_0/[2(v_0+v_1\theta_0)]$. For $\theta_0\le\tfrac12$ the actual doubling comes sooner, because the rate increases as the cavity shrinks. For larger $\theta_0$ the surface is full before the coverage can double.

### 13. Why the rise is late and steep

The radius can be eliminated from the rate equation. The inverse-square law gives $R=R_0\sqrt{\theta_0/\theta}$, so

$$
\frac{d\theta}{dt}=\frac{2}{R_0\sqrt{\theta_0}}\left(v_0\theta^{3/2}+v_1\theta^{5/2}\right).
$$

The right side increases with $\theta$, so the coverage rises at an ever greater rate until saturation. The factor $\theta^{3/2}$ in the first term is geometrical. One power of $\theta$ is there because a given relative loss of area raises the coverage in proportion to its present value. The remaining half power comes from the curvature, since $1/R$ is proportional to $\sqrt\theta$. The additional power of $\theta$ in the second term is the feedback through the speed.

### 14. Worked example

Keep $R_0=100\ \mathrm{nm}$ and $\theta_0=0.05$, and choose $v_0=0.5\ \mathrm{nm/s}$ and $v_1=9.5\ \mathrm{nm/s}$. These are round model parameters, not values for a particular bath. The characteristic length is

$$
a=100\sqrt{\frac{9.5\times0.05}{0.5}}=100\sqrt{0.95}=97.47\ \mathrm{nm}.
$$

It lies just below $R_0$, so the additional speed $v_1\theta$ overtakes $v_0$ soon after the start.

For $R=40\ \mathrm{nm}$ the arctangents, in radians and evaluated with the less rounded value $a=97.468\ \mathrm{nm}$, are

$$
\arctan\frac{100}{97.47}=0.79822,\qquad
\arctan\frac{40}{97.47}=0.38943 .
$$

Their difference is $0.40879$, and $97.47\times0.40879=39.845$. Hence

$$
t=\frac{100-40-39.845}{0.5}=\frac{20.155}{0.5}=40.31\ \mathrm{s}.
$$

The coverage at this radius is $0.3125$, so the speed is

$$
v=0.5+9.5\times0.3125=3.469\ \mathrm{nm/s},
$$

and the coverage rises at

$$
\frac{d\theta}{dt}=\frac{2\times3.469\times0.3125}{40}=0.0542\ \mathrm{s^{-1}}.
$$

The same steps at other radii give the history:

| $R$ (nm) | $t$ (s) | $\theta$ | $v$ (nm/s) |
|---|---|---|---|
| 80 | 18.37 | 0.0781 | 1.242 |
| 60 | 31.96 | 0.1389 | 1.819 |
| 40 | 40.31 | 0.3125 | 3.469 |
| 30 | 42.60 | 0.5556 | 5.778 |

The first 20 nm of shrinkage take 18.37 s. The 10 nm from 40 to 30 nm take 2.29 s, during which the coverage rises by about as much as in all the time before. A flat surface that kept the initial coverage would grow at $0.5+9.5\times0.05=0.975\ \mathrm{nm/s}$ throughout. At $R=40\ \mathrm{nm}$ the cavity wall grows about 3.6 times as fast.

The numerically tracked wall was compared with these formulas at all four radii, and the coverage rate was compared at 40 nm. They agreed to the digits shown here, as the numerical output records.

A groove with the same initial radius, coverage and speed law lags behind. After $40.31\ \mathrm{s}$ its radius is still $54.78\ \mathrm{nm}$, and its coverage is $0.05\times100/54.78=0.0913$. The weaker concentration also means a lower speed, so at equal times the two shapes differ by more than their exponents would suggest at equal radius.

### 15. Saturation and closure

At $R_s=22.36\ \mathrm{nm}$ the time formula gives $43.64\ \mathrm{s}$. The coverage is one and the speed is $v_0+v_1=10\ \mathrm{nm/s}$.

What follows needs a further assumption. Let the excess accelerator leave the surface as the area shrinks, so that the coverage stays at one. The model does not say whether the excess goes into the electrolyte or into the copper. The wall holds an amount proportional to $2\pi R^2$, so the fraction of the original accelerator still on it is

$$
\frac{2\pi R^2}{2\pi R_s^2}=\left(\frac{R}{R_s}\right)^2 .
$$

The speed is now constant, and the time from saturation to closure is

$$
\frac{R_s}{v_0+v_1}=\frac{22.36}{10}=2.24\ \mathrm{s}.
$$

The total fill time, up to closure at the original mouth plane, is $43.64+2.24\approx45.9\ \mathrm{s}$. A direct numerical integration of $dR/v$, with the coverage capped at one, gives the same value. The speed is continuous at saturation, but the rate of change of coverage drops abruptly from $2(v_0+v_1)/R_s$ to zero. In a real system the approach to a full surface may be more gradual.

Two comparisons separate the effects. With no accelerator the cavity would close in $100/0.5=200\ \mathrm{s}$. With the coverage artificially held at $\theta_0$ it would close in $100/0.975\approx102.6\ \mathrm{s}$. The step from 102.6 s to 45.9 s is due to the concentration of the accelerator by area loss, since the speed law and the initial coverage are the same in both cases.

Closure is not yet a level surface, because the field grows as well. If a flat field keeps the coverage $\theta_0$, it rises by $0.975\times45.9\approx45\ \mathrm{nm}$ before the cavity closes, and the centre of the closed cavity then lies that far below it. With a real rim joined to this field the wall does not stay a uniformly covered hemisphere. For these parameters the bottom still follows the inverse-square law up to saturation, but the upper wall falls behind, and the bottom reaches the mouth plane at about the same time as the floor of an open depression rather than as a closing point. In each of the two comparisons the field grows at the same speed as the wall and rises by $100\ \mathrm{nm}$, so the original depth remains up to closure. If uniform growth continues from a sharp rim, the closed point becomes a cusp whose depth after a field rise $d>R_0$ is $d-\sqrt{d^2-R_0^2}$, about $54\ \mathrm{nm}$ for $d=120\ \mathrm{nm}$. At equal field rise of $45\ \mathrm{nm}$ the depth is about $45\ \mathrm{nm}$ with concentration of the accelerator and still $100\ \mathrm{nm}$ without it.

### 16. When the accelerator is not conserved

Suppose that accelerator is lost from the surface at a rate proportional to its coverage, with rate constant $k$. Burial in the growing copper or desorption could be described in this way if their rate per adsorbed species is constant. The loss is added to the effect of area change:

$$
\frac{d\theta}{dt}=\frac{2v}{R}\theta-k\theta .
$$

Consider how the product $\theta R^2$ now changes:

$$
\frac{d}{dt}(\theta R^2)=R^2\frac{d\theta}{dt}+2R\theta\frac{dR}{dt}
=R^2\left(\frac{2v}{R}\theta-k\theta\right)-2Rv\theta .
$$

The two terms $2Rv\theta$ cancel, leaving

$$
\frac{d}{dt}(\theta R^2)=-k\,\theta R^2 .
$$

This integrates to

$$
\theta=\theta_0\left(\frac{R_0}{R}\right)^2e^{-kt}.
$$

The inverse-square law therefore requires $kt\ll1$ over the time considered. The coverage rises when $2v/R>k$ and falls otherwise, so loss matters most in a large cavity that grows slowly.

Take $k=0.02\ \mathrm{s^{-1}}$ with the other parameters unchanged. At the start $2v/R=2\times0.975/100=0.0195\ \mathrm{s^{-1}}$, slightly less than $k$, and the coverage at first decreases a little. After $40.31\ \mathrm{s}$ the radius is $59.41\ \mathrm{nm}$ and the coverage is $0.0633$. The inverse-square law at this radius would give $0.1417$. The ratio of the two is $0.4465$, equal to $e^{-kt}$ with $kt=0.02\times40.31=0.806$.

The loss acts twice. It lowers the coverage at a given radius, and through the lower speed it delays the shrinkage. Without loss the cavity would have reached 40 nm at this time, with a coverage of 0.3125, about five times as high.

Supply from the electrolyte has the opposite effect. If adsorption adds coverage at a rate $J(t)$, uniform over the wall, the same cancellation gives $d(\theta R^2)/dt=R^2J$, and therefore

$$
\theta R^2=\theta_0R_0^2+\int_0^tR(t')^2J(t')\,dt' .
$$

The inverse-square law is recovered when the integral is small compared with $\theta_0R_0^2$, that is, when the accelerator adsorbed during filling is a small part of what was there at the start.

## Calculated quantities

```
Initial radius R0 = 100 nm, initial coverage = 0.05
Speeds: v0 = 0.5 nm/s, v1 = 9.5 nm/s
Length a = 97.47 nm
Fixed covered area S = 3141.6 nm^2
Initial cavity area = 62832 nm^2
Formula history, then tracked front at the same time:
R = 80 nm: t = 18.37 s, coverage = 0.0781, v = 1.242 nm/s; tracked R = 80.000 nm, coverage = 0.0781
R = 60 nm: t = 31.96 s, coverage = 0.1389, v = 1.819 nm/s; tracked R = 60.000 nm, coverage = 0.1389
R = 40 nm: t = 40.31 s, coverage = 0.3125, v = 3.469 nm/s; tracked R = 40.000 nm, coverage = 0.3125
R = 30 nm: t = 42.60 s, coverage = 0.5556, v = 5.778 nm/s; tracked R = 30.000 nm, coverage = 0.5556
Coverage rate at R = 40 nm: tracked 0.05420 /s, formula 0.05420 /s
With v1 = 0: t = 120.0 s, R = 40.000 nm, coverage = 0.3125
Tracked hemisphere at t = 40.31 s: R = 40.00 nm, coverage = 0.3125, exponent = 2.0000
Tracked groove at t = 40.31 s: R = 54.78 nm, coverage = 0.0913, exponent = 1.0000
Saturation radius = 22.36 nm, time = 43.64 s
Tracked coverage at that time = 1.0000
Time from saturation to closure = 2.24 s
Total fill time = 45.87 s (quadrature 45.87 s)
Fill time with coverage frozen at theta0 = 102.56 s
Fill time with no accelerator = 200.0 s
Loss rate k = 0.02 /s, t = 40.31 s: R = 59.41 nm, coverage = 0.0633
Inverse-square coverage at that R = 0.1417
Ratio = 0.4465, exp(-k t) = 0.4465
```
